\section*{Static COHSEX from the pole structure of the GW self-energy}

A self-energy kernel $\Sigma(\mathbf r,\mathbf r')$ turns an orbital into an energy times an orbital after one integration over $\mathbf r'$, so it has the dimension of energy per volume. In the $GW$ approximation it is linear in the one-particle function $G$ and in the screened interaction $W=v+W_p$, where $v$ is the bare Coulomb interaction and $W_p$ the potential of the induced charge. Suppose that the charge fluctuations of the system are so fast that their energies $\Omega_s$ are the sole energy scale left in the part of $\Sigma$ containing $W_p$. Each fluctuation, with potential $w_s$, can then contribute a pure number times $w_s(\mathbf r)w_s(\mathbf r')/\Omega_s$, which is a share of the static $W_p(\mathbf r,\mathbf r';0)$. The inverse volume must come from sums over orbitals. With level energies gone, these sums can distinguish occupied from empty orbitals and nothing more, which leaves two kernels: the density matrix of one spin, $\rho(\mathbf r,\mathbf r')=\sum_i^{\rm occ}\phi_i(\mathbf r)\phi_i(\mathbf r')$, and its complement $\delta(\mathbf r-\mathbf r')-\rho(\mathbf r,\mathbf r')$.

A symmetry relates their coefficients. Exchange occupied and empty orbitals and reverse the sign of all levels. Then $G(\omega)$ becomes $-G(-\omega)$, while $W_p$, which depends on excitation energies and is even in frequency, is unchanged. The static polarization part must therefore change sign when $\rho$ and $\delta-\rho$ are exchanged:
\begin{equation}
\Sigma_p^{\rm static}=\alpha\,W_p(\mathbf r,\mathbf r';0)\,[\delta(\mathbf r-\mathbf r')-2\rho(\mathbf r,\mathbf r')].
\label{form}
\end{equation}
A local term and an exchange-like term thus appear together, in the ratio $1:-2$. The frequency integral must supply the number $\alpha$ and show what the static assumption discards.

Atomic units are used in the algebra. The orbitals $\phi_n$ are real, orthonormal and complete, with levels $\varepsilon_n$ and a gap between occupied ($i$) and empty ($a$) ones. The time-ordered function of one spin is
\begin{equation}
G(\mathbf r,\mathbf r';\omega)=\sum_n\frac{\phi_n(\mathbf r)\phi_n(\mathbf r')}{\omega-\varepsilon_n-i\sigma_n\eta},\qquad \sigma_i=+1,\quad \sigma_a=-1,
\end{equation}
with $\eta\to0^+$. For a finite system with discrete excitations, the density response is a sum over transition densities $\rho_s$:
\begin{equation}
\chi=\sum_s\rho_s(\mathbf r)\rho_s(\mathbf r')\left[\frac1{\omega-\tilde\Omega_s}-\frac1{\omega+\tilde\Omega_s}\right],\qquad \tilde\Omega_s=\Omega_s-i\eta .
\end{equation}
Since $W=v+v\chi v$, the potentials $w_s=\int v\rho_s$ give, after the two fractions are combined,
\begin{equation}
W_p(\mathbf r,\mathbf r';\omega)=\sum_s w_s(\mathbf r)w_s(\mathbf r')\,\frac{2\tilde\Omega_s}{\omega^2-\tilde\Omega_s^2}.
\label{wp}
\end{equation}
The self-energy is
\begin{equation}
\Sigma(\mathbf r,\mathbf r';\omega)=\frac{i}{2\pi}\int_{-\infty}^{\infty}d\omega'\,e^{i\omega'0^+}G(\mathbf r,\mathbf r';\omega+\omega')\,W(\mathbf r,\mathbf r';\omega').
\label{gw}
\end{equation}

The exponential is small in the upper half-plane, so the contour is closed there, counterclockwise. The integral equals $2\pi i$ times the enclosed residues, and with the prefactor $i/2\pi$ this gives minus their sum. The poles of $G(\omega+\omega')$ lie at $\omega'=\varepsilon_n-\omega+i\sigma_n\eta$, and those in the upper half-plane belong to occupied orbitals. Their residue is $\phi_i\phi_i$ times $W$ at the pole. Because $W$ is even in frequency, they contribute
\begin{equation}
\Sigma_{\rm SEX}(\omega)=-\sum_i^{\rm occ}\phi_i(\mathbf r)\phi_i(\mathbf r')\,W(\mathbf r,\mathbf r';\omega-\varepsilon_i).
\label{sex}
\end{equation}
This is the exchange operator with $v$ replaced by an interaction screened at the frequency $\omega-\varepsilon_i$. The bare part of $W$ has no poles, so all of it is contained here, as ordinary exchange $-\rho v$.

The poles of $W_p$ lie at $\pm\tilde\Omega_s$, and $-\tilde\Omega_s=-\Omega_s+i\eta$ is the one in the upper half-plane. The residue of the fraction in \eqref{wp} there is $2\tilde\Omega_s/(-2\tilde\Omega_s)=-1$. This sign cancels the minus sign of the contour, and $G$ is evaluated at $\omega-\Omega_s$:
\begin{equation}
\Sigma_{\rm COH}(\omega)=\sum_n^{\rm all}\sum_s\frac{\phi_n(\mathbf r)\phi_n(\mathbf r')\,w_s(\mathbf r)w_s(\mathbf r')}{\omega-\varepsilon_n-\Omega_s}.
\label{coh}
\end{equation}
Here $n$ runs over occupied and empty orbitals alike, since the whole of $G$ multiplies each pole of $W$. This is the Coulomb-hole term. No approximation beyond \eqref{gw} has been made.

The two terms are not independent pieces of physics at every frequency. Put $x=\omega-\varepsilon_i$ for an occupied orbital and add its two contributions for one fluctuation. Apart from the common factor $\phi_i\phi_iw_sw_s$,
\begin{equation}
-\left[\frac1{x-\Omega_s}-\frac1{x+\Omega_s}\right]+\frac1{x-\Omega_s}=\frac1{x+\Omega_s}.
\label{cancel}
\end{equation}
The pole at $\omega=\varepsilon_i+\Omega_s$ drops out. With the infinitesimals kept, those of $G$ and of $W$ enter both fractions with $x-\Omega_s$ in the same combination, their difference, so the cancellation is complete. The correlation part is therefore
\begin{equation}
\Sigma_p(\omega)=\sum_s w_sw_s\left[\sum_i^{\rm occ}\frac{\phi_i\phi_i}{\omega-\varepsilon_i+\Omega_s}+\sum_a^{\rm empty}\frac{\phi_a\phi_a}{\omega-\varepsilon_a-\Omega_s}\right],
\label{total}
\end{equation}
where the first factor of each product is taken at $\mathbf r$ and the second at $\mathbf r'$. Near a cancelled pole SEX and COH are large and opposite, and neither has a meaning of its own.

Now let $|\omega-\varepsilon_n|\ll\Omega_s$ for all orbitals and fluctuations that carry appreciable weight. In \eqref{sex} this replaces $W(\omega-\varepsilon_i)$ by $W(0)$. In \eqref{coh} the denominator becomes $-\Omega_s$, which no longer depends on $n$, so the orbital sum can be done by completeness:
\begin{equation}
\Sigma_{\rm COH}\to-\sum_s\frac{w_s(\mathbf r)w_s(\mathbf r')}{\Omega_s}\sum_n\phi_n(\mathbf r)\phi_n(\mathbf r')
=\tfrac12W_p(\mathbf r,\mathbf r';0)\,\delta(\mathbf r-\mathbf r').
\end{equation}
The last step uses \eqref{wp} at zero frequency, $W_p(0)=-2\sum_sw_sw_s/\Omega_s$. The factor $\tfrac12$ arises because $W_p$ has two poles, at $\pm\Omega_s$, contributing equally at zero frequency, while the contour encloses one of them. The result is static COHSEX:
\begin{equation}
\Sigma^{\rm COHSEX}=-\rho(\mathbf r,\mathbf r')W(\mathbf r,\mathbf r';0)+\tfrac12\,\delta(\mathbf r-\mathbf r')\,[W-v](\mathbf r,\mathbf r;0).
\label{cohsex}
\end{equation}
Its polarization part has the form \eqref{form} with $\alpha=\tfrac12$. In three dimensions $W$ and $v$ each diverge at coinciding points; the bracket means the limit of their difference, namely $-2\sum_s w_s(\mathbf r)^2/\Omega_s$, which is finite when this sum converges.

The local term is a classical energy. Place a static charge $\lambda$, of the electron's sign, at $\mathbf r_0$. The electrons feel $\lambda v(\mathbf r,\mathbf r_0)$, and their density becomes $n_0+\lambda\int\chi v$ to first order. The derivative of the energy with respect to $\lambda$ is the expectation value of the perturbation, so
\begin{equation}
\frac{dE}{d\lambda}=\int v\,n_0+\lambda\,W_p(\mathbf r_0,\mathbf r_0;0),\qquad
E=E_0+\lambda\int v\,n_0+\frac{\lambda^2}{2}W_p(\mathbf r_0,\mathbf r_0;0).
\end{equation}
The quadratic term at $\lambda=1$ is the Coulomb-hole potential: the energy gained, in linear response, when the medium relaxes around a fixed unit charge. The charge's potential energy in the induced field is $W_p$, and half of it is spent on polarizing the medium. For a charge at height $z$ above a plane grounded conductor treated classically, the image charge is a distance $2z$ away, so $W_p=-1/(2z)$ and the Coulomb hole is $-1/(4z)$, the image potential.

The static step can be examined term by term. With $x=\omega-\varepsilon_n$,
\begin{align}
\frac1{x-\Omega_s}&=-\frac1{\Omega_s}-\frac{x}{\Omega_s^2}-\dots,\\
\frac{2\Omega_s}{x^2-\Omega_s^2}&=-\frac2{\Omega_s}\left(1+\frac{x^2}{\Omega_s^2}+\dots\right).
\end{align}
The Coulomb hole has an error linear in $x$, screened exchange a quadratic one. For the diagonal element of orbital $m$ at $\omega=\varepsilon_m$, the linear term is $\sum_s\Omega_s^{-2}\sum_n\langle n|w_s|m\rangle^2(\varepsilon_n-\varepsilon_m)$. Let the levels come from $h=-\tfrac12\nabla^2+u(\mathbf r)$ with a local potential $u$. Completeness turns the sum over $n$ into $\langle m|w_s(h-\varepsilon_m)w_s|m\rangle$, and $h\phi_m=\varepsilon_m\phi_m$ removes all terms in which $w_s$ is not differentiated:
\begin{align}
\langle m|w_s(h-\varepsilon_m)w_s|m\rangle
&=\int\phi_mw_s\left[-\tfrac12\phi_m\nabla^2w_s-\nabla w_s\cdot\nabla\phi_m\right]\nonumber\\
&=-\tfrac12\int\phi_m^2\,w_s\nabla^2w_s-\tfrac12\int w_s\nabla w_s\cdot\nabla\phi_m^2\nonumber\\
&=\tfrac12\int\phi_m^2\,|\nabla w_s|^2 .
\end{align}
The last line integrates the second term by parts, with $\phi_m$ vanishing at the boundary; this produces $+\tfrac12\int\phi_m^2(|\nabla w_s|^2+w_s\nabla^2w_s)$, whose second piece cancels the first term. The leading correction to the static Coulomb hole is thus
\begin{equation}
\Delta_m=\frac12\sum_s\frac1{\Omega_s^2}\int\phi_m^2\,|\nabla w_s|^2>0 .
\label{lead}
\end{equation}
At this order static COH is too negative for every orbital: a moving electron is followed less completely than a fixed charge. Beyond this order the sign is certain for the lowest orbital, where $\varepsilon_m-\varepsilon_n\le0$ for all $n$ and every denominator in \eqref{coh} is at least $\Omega_s$ in magnitude. For other orbitals, lower-lying $n$ have $x>0$ and, while $x<\Omega_s$, pull COH the other way.

As an example, take four electrons in a one-dimensional box of length $6$ Å with hard walls and the interaction $1/\sqrt{(x-x')^2+b^2}$, $b=0.6$ Å. The box levels, in proportion $1:4:9:16$, start at $1.045$, $4.178$ and $9.401$ eV; two are occupied, so the HOMO is the second and the LUMO the third. These levels enter $G$, and $W$ is computed from them in the random-phase approximation (RPA), $W=v+v\chi_0W$, where $\chi_0$ is the response of independent electrons. There is no self-consistency, and the $GW$ values are a reference for the static step, not for the true interacting system.

The lowest fluctuation energies are $9.45$ and $10.56$ eV, comparable with the level spacings, so the static condition is poorly met. At the centre $v(x,x)=24.00$ eV and $W(x,x;0)=17.23$ eV, and the local Coulomb hole is
\begin{equation}
\tfrac12(17.23-24.00)\ \text{eV}=-3.38\ \text{eV}.
\end{equation}
A separate calculation of the energy with a small fixed charge at that point, in which the Hartree potential of the induced density is made self-consistent (the level of theory whose linear response is the RPA), gives the same $-3.38$ eV per squared charge, which tests the factor $\tfrac12$. The hole is $-3.20$ eV at $1.50$ Å and $-3.33$ eV at $0.60$ Å. These three values happen to lie close together, but the hole is not flat: between $0.60$ Å and the centre it varies by more than $1$ eV, deeper near $1$ Å and shallower near $2$ Å, and it weakens toward the walls. Its locality rests on the complete orbital sum: for the HOMO the static term is $-1.19$ eV with the two occupied orbitals alone, $-2.79$ eV with four orbitals, $-3.19$ eV with eight and $-3.20$ eV with all.

The diagonal self-energies at $\omega=\varepsilon_m$, in eV, are as follows; sums were formed before rounding.
\begin{center}
\begin{tabular}{lrrr}
 & lowest & HOMO & LUMO\\
bare exchange & $-16.87$ & $-15.12$ & $-5.46$\\
static SEX & $-13.30$ & $-12.73$ & $-1.85$\\
static COH & $-3.08$ & $-3.20$ & $-3.40$\\
COHSEX & $-16.38$ & $-15.93$ & $-5.25$\\
dynamic SEX & $-13.07$ & $-12.50$ & $0.00$\\
dynamic COH & $-2.31$ & $-2.84$ & $-5.09$\\
$GW$ & $-15.38$ & $-15.35$ & $-5.09$
\end{tabular}
\end{center}
COHSEX lies below $GW$ by $1.00$, $0.59$ and $0.16$ eV. A grid of 59 instead of 39 points changes the COHSEX and $GW$ values of the HOMO by about $0.001$ eV or less.

The small LUMO error hides two large ones: static SEX is $1.85$ eV too low and static COH $1.69$ eV too high. The dynamic SEX term of the LUMO vanishes, and this has a reason. At $\omega=\varepsilon_m$ with $m$ empty, \eqref{sex} requires $W$ at $\varepsilon_m-\varepsilon_i$, which is an excitation energy of the independent electrons, where $\chi_0$ diverges. Write $P=\phi_i\phi_m$ and $\chi_0=c\,PP+\chi_0'$, with $c\to\infty$ at that frequency, and let $W'$ be the interaction screened by $\chi_0'$ alone. Then $W=W'+c\,W'P\,PW$, with integrations implied. Taking the matrix element with $P$ on both sides and writing $K'=PW'P$,
\begin{equation}
PWP=K'+cK'\,PWP\quad\Rightarrow\quad PWP=\frac{K'}{1-cK'}\to0 .
\end{equation}
The transition density is screened completely. This holds for RPA screening built from the same levels as $G$, when the transition is non-degenerate and $K'$ is finite and non-zero. The whole $GW$ self-energy of the LUMO then sits in the COH term, although static COHSEX divides it between the two.

The shifts of COH from static to dynamic follow the signs found above. Occupied and empty $n$ contribute $+0.24$ and $+0.53$ eV for the lowest orbital, $-0.47$ and $+0.83$ eV for the HOMO, and $-2.48$ and $+0.78$ eV for the LUMO. In the last case the occupied orbitals win and reverse the sign of the leading correction. That correction, \eqref{lead}, is $1.34$ eV for the HOMO against an actual shift of $0.36$ eV, so the expansion is not quantitative here. It becomes so when all $\Omega_s$ are multiplied by a factor at fixed $W_p(0)$: the HOMO error of COHSEX relative to $GW$ falls from $-0.588$ eV to $-0.116$ eV at factor $10$ and $-0.0132$ eV at factor $100$. The last value times $100$ is $-1.32$ eV, close to $-\Delta_m$.

The cancellation \eqref{cancel} is visible in the LUMO element at $1.045+10.563=11.608$ eV. At $0.01$ eV below this frequency SEX is $+199.8$ eV and COH $-205.1$ eV; at $0.01$ eV above they are $-196.1$ and $+190.8$ eV. The sum is $-5.31$ eV on both sides.

The self-energy difference between LUMO and HOMO is $9.66$ eV with bare exchange, $10.69$ eV in COHSEX and $10.26$ eV in $GW$. In this model correlation widens the difference. By \eqref{total}, occupied orbitals raise and empty ones lower both levels; the net $GW$ effect is $-0.23$ eV on the HOMO and $+0.37$ eV on the LUMO. Here COHSEX gives the direction of the change and overshoots the $GW$ difference by $0.43$ eV. Neither the widening nor this agreement is general; both depend on the levels put into $G$. If the empty levels in $G$ are raised by $9.66$ eV at fixed $W$, the $GW$ difference falls to $9.48$ eV, below the exchange value, while COHSEX, which does not see the levels in $G$, stays at $10.69$ eV. In real molecules and solids screening normally narrows the Hartree--Fock gap. These are differences of self-energies, not gaps: a gap also needs the level difference, the remaining mean-field terms and, in $GW$, the self-energy taken at the quasiparticle energy rather than at $\varepsilon_m$.

\section*{Computed results}
\begin{verbatim}
box length 6.0 angstrom, softening 0.6 angstrom
electrons 4, grid points 39, spacing 0.150 angstrom
levels 1-4 (eV): 1.045 4.178 9.401 16.712
lowest four Om_s (eV): 9.452 10.563 16.940 17.791
position (angstrom), v(x,x), W(x,x;0), local Coulomb hole (eV):
  0.60 23.999 17.338 -3.331
  1.50 23.999 17.604 -3.198
  3.00 23.999 17.233 -3.383
charging energy per squared charge, centre: -3.383 eV
static COH of HOMO, orbital sum cut at N (eV):
  N=2: -1.1938
  N=4: -2.7887
  N=8: -3.1893
  N=16: -3.2041
  N=39: -3.2041
self-energy (eV): lowest, HOMO, LUMO
  bare exchange: -16.868 -15.117 -5.462
  static SEX: -13.296 -12.730 -1.850
  static COH: -3.081 -3.204 -3.397
  COHSEX: -16.376 -15.934 -5.247
  dynamic SEX: -13.070 -12.504 0.000
  dynamic COH: -2.306 -2.842 -5.091
  GW: -15.376 -15.346 -5.091
COHSEX minus GW (eV): -1.000 -0.588 -0.157
dynamic minus static COH, from occupied n and from empty n (eV):
  lowest: 0.243 0.531
  HOMO: -0.469 0.831
  LUMO: -2.477 0.784
leading COH correction (eV): 1.387 1.339 0.890
LUMO minus HOMO self-energy (eV): bare exchange, COHSEX, GW
  9.655 10.686 10.255
HOMO, COHSEX minus GW with all Om_s raised (eV):
  factor 1: -0.58816
  factor 10: -0.11589
  factor 100: -0.01317
cancelling pole for LUMO element: Om_s = 10.563 eV, at 11.608 eV
  0.01 eV below: SEX 199.767, COH -205.075, sum -5.308 eV
  0.01 eV above: SEX -196.119, COH 190.809, sum -5.310 eV
HOMO on 59 points: COHSEX -15.934, GW -15.345 eV
\end{verbatim}
